\section*{CCSD-F12 from a Geminal Excitation Operator over the Complete Virtual Space, part 2}

Where two electrons meet, the wavefunction is a smooth function times $1+\tfrac12r_{12}$. CCSD-F12 adds $f_{12}=-e^{-\zeta r_{12}}/\zeta$ to coupled-cluster theory. We seek the energy and amplitude equations for $e^T|0\rangle$, where $T=T_1+T_2+T_{2'}$ has commuting parts and $T_1=\sum_{ia}t^a_i\,a^\dagger_aa_i$.

Atomic units and real orthonormal spin orbitals are used; $|0\rangle$ is a closed-shell Hartree--Fock determinant. Indices: $i,j,k,l,m,n$ occupied; $a,b,d$ given virtuals; $\alpha,\beta,\gamma,\delta$ complete virtuals (given plus complementary); $p,q,r,s,\lambda$ any. Repeated indices that do not label the result are summed.

With $O$ and $V$ projecting on occupied orbitals and given virtuals,
\[Q_{12}=(1-O_1)(1-O_2)-V_1V_2,\]
\[F^{\alpha\beta}_{kl}=\langle\alpha\beta|Q_{12}f_{12}|kl\rangle-\langle\alpha\beta|Q_{12}f_{12}|lk\rangle.\]
The doubles $\mathcal T=T_2+T_{2'}$ have antisymmetric amplitudes
\[\mathcal T^{\alpha\beta}_{ij}=t^{\alpha\beta}_{ij}+\sum_{k<l}F^{\alpha\beta}_{kl}c^{kl}_{ij},\]
with $t^{\alpha\beta}_{ij}$ zero unless both upper indices are given virtuals.

Let $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. A tilde marks dressing by $T_1$: bra indices are transformed by $1-\mathbf t$, ket indices by $1+\mathbf t$, where only $(\mathbf t)_{ai}=t^a_i$ are nonzero. Then
\[\tilde H=\tilde E_0+\sum_{pq}\tilde f_{pq}\{a^\dagger_pa_q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle^{\sim}\{a^\dagger_pa^\dagger_qa_sa_r\},\]
\[\tilde E_0=E_\mathrm{HF}+\sum_{ia}f_{ia}t^a_i+\tfrac12\sum_{ijab}\langle ij\|ab\rangle t^a_it^b_j.\]
Braces denote normal order ($a_\gamma$, $a^\dagger_k$ on the right, with the permutation sign); the Fock matrix $f_{pq}$ is $\tilde f_{pq}$ at $\mathbf t=0$. The doubles enter through $a_\gamma\to a_\gamma+A_\gamma$ and $a_k^\dagger\to a_k^\dagger+B_k$:
\[A_\gamma=\tfrac12\sum\mathcal T^{\gamma\alpha}_{mn}a^\dagger_\alpha a_na_m,\qquad
B_k=-\tfrac12\sum\mathcal T^{\alpha\beta}_{kn}a^\dagger_\alpha a^\dagger_\beta a_n .\]

With $\bar H=e^{-T}He^T$, the residuals are defined by
\[\bar H|0\rangle=E|0\rangle+R^\alpha_ia^\dagger_\alpha a_i|0\rangle+\tfrac14R^{\alpha\beta}_{ij}a^\dagger_\alpha a^\dagger_\beta a_ja_i|0\rangle+\dots\]
Let $P(\alpha\beta)Z^{\alpha\beta}=Z^{\alpha\beta}-Z^{\beta\alpha}$, likewise $P(ij)$. Reading rules: a coefficient $M$ of $a^\dagger_\alpha a^\dagger_\beta a_ja_i$ contributes $P(\alpha\beta)P(ij)M$ to $R^{\alpha\beta}_{ij}$; $\tfrac12M$, with $M$ antisymmetric in one pair, contributes $P\,M$ for the other; $\tfrac14M$, with both antisymmetries, contributes $M$.

Numerical checks use explicit operator matrices over all four-electron determinants of the finite model described below.

\subsection{Energy and singles}

Three partial results recur. They follow from $a_\gamma|0\rangle=a^\dagger_k|0\rangle=0$:
\begin{align}
a_\delta A_\gamma|0\rangle&=\tfrac12\mathcal T^{\gamma\delta}_{mn}a_na_m|0\rangle,\label{pa}\\
a^\dagger_kA_\gamma|0\rangle&=\mathcal T^{\alpha\gamma}_{ik}a^\dagger_\alpha a_i|0\rangle,\label{pb}\\
a^\dagger_kB_l|0\rangle&=\tfrac12\mathcal T^{\alpha\beta}_{kl}a^\dagger_\alpha a^\dagger_\beta|0\rangle.\label{pc}
\end{align}
In (\ref{pb}), passing $a^\dagger_\alpha$ gives a minus sign, and $a^\dagger_ka_na_m|0\rangle=(\delta_{kn}a_m-\delta_{km}a_n)|0\rangle$ gives two equal terms. The result $-\mathcal T^{\gamma\alpha}_{ik}$ equals $+\mathcal T^{\alpha\gamma}_{ik}$. In (\ref{pc}) the minus sign of $B_l$ turns $\mathcal T_{lk}$ into $\mathcal T_{kl}$.

For the energy, the doubles must be removed completely by $\tfrac14\langle kl\|\gamma\delta\rangle a^\dagger_ka^\dagger_la_\delta a_\gamma$. These integrals are undressed, since $1-\mathbf t$ and $1+\mathbf t$ act trivially on their indices. Equation (\ref{pa}) and $a^\dagger_ka^\dagger_la_na_m|0\rangle=(\delta_{ln}\delta_{km}-\delta_{lm}\delta_{kn})|0\rangle$ give $\tfrac14\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\delta}_{kl}$. Splitting $\mathcal T$ into its two parts yields
\begin{equation}
E=E_\mathrm{HF}+f_{ia}t^a_i+\tfrac14\langle ij\|ab\rangle t^{ab}_{ij}+\tfrac12\langle ij\|ab\rangle t^a_it^b_j+\sum_{k<l,\,i<j}V_{kl,ij}c^{kl}_{ij},
\label{energy}
\end{equation}
with $V_{kl,ij}=\sum_{\alpha<\beta}F^{\alpha\beta}_{kl}\langle\alpha\beta\|ij\rangle$. The prefactor $\tfrac14$ has been used up in passing to ordered pairs. The geminals thus enter the energy linearly, and they also act indirectly by changing $t$. For a Hartree--Fock reference $f_{ia}=0$; elements of $f$ between occupied and complementary orbitals need not vanish.

For singles, three parts of $\tilde H$ that lower the excitation rank by one act on $\mathcal T$.

The Fock part $\tilde f_{k\gamma}a^\dagger_ka_\gamma$ gives $\tilde f_{k\gamma}\mathcal T^{\alpha\gamma}_{ik}$ by (\ref{pb}).

The part $\tfrac12\langle\alpha k\|\gamma\delta\rangle^\sim a^\dagger_\alpha a^\dagger_ka_\delta a_\gamma$ uses (\ref{pa}), then one contraction of $a_k^\dagger$ that yields $\mathcal T^{\gamma\delta}_{ik}a_i$.

The part $\tfrac12\langle kl\|i\gamma\rangle^\sim\{a^\dagger_ka^\dagger_la_\gamma a_i\}$ equals $-\tfrac12\langle kl\|i\gamma\rangle^\sim a_ia^\dagger_ka^\dagger_la_\gamma$. By (\ref{pb}), $a^\dagger_ka^\dagger_lA_\gamma|0\rangle=-\mathcal T^{\alpha\gamma}_{kl}a^\dagger_\alpha|0\rangle$; restoring the order $a^\dagger_\alpha a_i$ costs one more sign. Together,
\begin{equation}
R^\alpha_i=\tilde f_{\alpha i}+\tilde f_{k\gamma}\mathcal T^{\alpha\gamma}_{ik}+\tfrac12\langle\alpha k\|\gamma\delta\rangle^\sim\mathcal T^{\gamma\delta}_{ik}-\tfrac12\langle kl\|i\gamma\rangle^\sim\mathcal T^{\alpha\gamma}_{kl}.
\end{equation}

\subsection{Doubles: linear terms}

The driving term is $\langle\alpha\beta\|ij\rangle^\sim$. The parts of $\tilde H$ that preserve the rank act once on $\mathcal T$.

The virtual Fock part gives $\tilde f_{\alpha\gamma}a^\dagger_\alpha A_\gamma|0\rangle$, with coefficient $\tfrac12\tilde f_{\alpha\gamma}\mathcal T^{\gamma\beta}_{ij}$. The occupied one is $-\tilde f_{ki}a_ia^\dagger_k$ and gives $-\tilde f_{ki}a_iB_k|0\rangle$; after reordering, its coefficient is $-\tfrac12\tilde f_{ki}\mathcal T^{\alpha\beta}_{kj}$. The particle ladder follows from (\ref{pa}) and the hole ladder from (\ref{pc}), each with total factor $\tfrac18$, that is $\tfrac14\cdot\tfrac12$.

For the ring term, four equal index assignments cancel the prefactor $\tfrac14$:
\begin{equation}
\langle k\beta\|\gamma j\rangle^\sim a^\dagger_\beta a_j\,a^\dagger_kA_\gamma|0\rangle
=\langle k\beta\|\gamma j\rangle^\sim\mathcal T^{\alpha\gamma}_{ik}\,a^\dagger_\alpha a^\dagger_\beta a_ja_i|0\rangle .
\end{equation}
Two exchanges were needed, so the sign is positive.

\subsection{Doubles: quadratic terms}

Two amplitudes must be lowered by two ranks, which only $\tfrac14\langle kl\|\gamma\delta\rangle a^\dagger_ka^\dagger_la_\delta a_\gamma$ can do. Since the rightmost factor must be $A_\gamma$, three products remain:
\begin{equation}
\tfrac14\langle kl\|\gamma\delta\rangle\left(B_ka^\dagger_la_\delta A_\gamma+a^\dagger_kB_la_\delta A_\gamma+a^\dagger_ka^\dagger_lA_\delta A_\gamma\right)|0\rangle .
\end{equation}
Let $W_{kl,mn}=\tfrac12\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\delta}_{mn}$. By (\ref{pa}) the first product is
\begin{equation}
\tfrac14W_{kl,mn}B_ka^\dagger_la_na_m|0\rangle=\tfrac12W_{kl,il}B_ka_i|0\rangle
=-\tfrac14W_{kl,il}\mathcal T^{\alpha\beta}_{kj}a^\dagger_\alpha a^\dagger_\beta a_ja_i|0\rangle .
\end{equation}
In the second, $a^\dagger_k$ meets either the annihilator of $B_l$ or one of $a_na_m$. The first choice gives $\tfrac18W_{kl,ij}\mathcal T^{\alpha\beta}_{kl}$. The other two are equal and, after renaming $k\leftrightarrow l$, repeat the first product. In total the residual gains $\tfrac12W_{kl,ij}\mathcal T^{\alpha\beta}_{kl}-P(ij)W_{kl,il}\mathcal T^{\alpha\beta}_{kj}$.

For the third product, write
\begin{equation}
A_\delta A_\gamma=-\tfrac14\mathcal T^{\delta\beta}_{pq}\mathcal T^{\gamma\alpha}_{mn}a^\dagger_\alpha a^\dagger_\beta a_qa_pa_na_m ,
\end{equation}
with $p,q$ occupied here. If $a^\dagger_ka^\dagger_l$ contracts both annihilators of one amplitude, the two choices of amplitude are equal after renaming. Their sum is $-\tfrac14\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\alpha}_{ij}\mathcal T^{\delta\beta}_{kl}$. If it contracts one annihilator of each, there are eight equal terms with a minus sign, giving $+\tfrac12\langle kl\|\gamma\delta\rangle\mathcal T^{\alpha\gamma}_{ik}\mathcal T^{\delta\beta}_{lj}$. Applying the reading rules,
\begin{align}
R^{\alpha\beta}_{ij}={}&\langle\alpha\beta\|ij\rangle^\sim
+P(\alpha\beta)\tilde f_{\alpha\gamma}\mathcal T^{\gamma\beta}_{ij}-P(ij)\tilde f_{ki}\mathcal T^{\alpha\beta}_{kj}\nonumber\\
&+\tfrac12\langle\alpha\beta\|\gamma\delta\rangle^\sim\mathcal T^{\gamma\delta}_{ij}+\tfrac12\langle kl\|ij\rangle^\sim\mathcal T^{\alpha\beta}_{kl}
+P(\alpha\beta)P(ij)\langle k\beta\|\gamma j\rangle^\sim\mathcal T^{\alpha\gamma}_{ik}\nonumber\\
&+\tfrac14\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\delta}_{ij}\mathcal T^{\alpha\beta}_{kl}
-\tfrac12P(ij)\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\delta}_{il}\mathcal T^{\alpha\beta}_{kj}\nonumber\\
&-\tfrac12P(\alpha\beta)\langle kl\|\gamma\delta\rangle\mathcal T^{\gamma\alpha}_{ij}\mathcal T^{\delta\beta}_{kl}
+\tfrac12P(\alpha\beta)P(ij)\langle kl\|\gamma\delta\rangle\mathcal T^{\alpha\gamma}_{ik}\mathcal T^{\delta\beta}_{lj}.
\label{doubles}
\end{align}
At random amplitudes, the energy and all elements of both residuals agree with the explicit determinant operators to about $2\times10^{-15}$~$E_\mathrm h$.

\subsection{Which projections vanish}

There are as many equations as parameters if $\bar H|0\rangle$ is projected on the conventional singles and doubles and on the geminal states $\sum_{\alpha<\beta}F^{\alpha\beta}_{kl}a^\dagger_\alpha a^\dagger_\beta a_ja_i|0\rangle$:
\begin{equation}
R^a_i=0,\qquad R^{ab}_{ij}=0,\qquad
\Omega_{kl,ij}=\sum_{\alpha<\beta}F^{\alpha\beta}_{kl}R^{\alpha\beta}_{ij}=0 .
\end{equation}
Other components of $R^{\alpha\beta}_{ij}$ may remain. The geminal states must be linearly independent; otherwise $c$ is not determined.

To see the integrals, set $T_1=0$, take canonical occupied orbitals with energies $\varepsilon_i$, and keep the driving and Fock terms. For antisymmetric $Z$, the two halves of $F$ contribute equally:
\begin{equation}
\sum_{\alpha<\beta}F^{\alpha\beta}_{kl}Z^{\alpha\beta}=\sum_{\alpha\beta}\langle kl|f_{12}Q_{12}|\alpha\beta\rangle Z^{\alpha\beta}.
\end{equation}
The virtual Fock term is the action of $\hat f_1+\hat f_2$, the Fock operators of the two electrons, on the pair function. The occupied one is $-(\varepsilon_i+\varepsilon_j)\mathcal T^{\alpha\beta}_{ij}$. Hence
\begin{align}
\Omega_{kl,ij}={}&V_{kl,ij}+\sum_{a<b}C_{kl,ab}t^{ab}_{ij}\nonumber\\
&+\sum_{m<n}\left[B_{kl,mn}-(\varepsilon_i+\varepsilon_j)X_{kl,mn}\right]c^{mn}_{ij}+\dots
\label{omega}
\end{align}
The dots are the remaining terms of (\ref{doubles}), and
\begin{align}
V_{kl,ij}&=\langle kl|f_{12}Q_{12}r_{12}^{-1}|ij\rangle_A,&
X_{kl,mn}&=\langle kl|f_{12}Q_{12}f_{12}|mn\rangle_A,\nonumber\\
C_{kl,ab}&=\langle kl|f_{12}Q_{12}(\hat f_1+\hat f_2)|ab\rangle_A,&
B_{kl,mn}&=\langle kl|f_{12}Q_{12}(\hat f_1+\hat f_2)Q_{12}f_{12}|mn\rangle_A,
\end{align}
where $A$ means minus the term with the ket orbitals exchanged. $X$ is the overlap matrix of the geminals, and $B$ is the matrix of $\hat f_1+\hat f_2$ between them. $C$ vanishes if $\hat f$ does not couple given and complementary virtuals.

Expanding the projector gives
\begin{equation}
V_{kl,ij}=\langle kl|f_{12}r_{12}^{-1}|ij\rangle_A-\langle kl|f_{12}(O_1+O_2-O_1O_2+V_1V_2)r_{12}^{-1}|ij\rangle_A .
\end{equation}
The double sum over the orbital products in the range of $Q_{12}$ has been replaced by one two-electron integral and correction terms with at most one complete index. $O_1$ and $O_2$ still leave a sum over one complete index $\lambda$, which an auxiliary basis can approximate.

\subsection{Four electrons in a finite model}

Two H$_2$ molecules lie on a line, with protons at 0, 1.4, 4.4 and 5.8 bohr. STO-3G is the given basis. One extra $s$ Gaussian per atom, with exponent 0.8~bohr$^{-2}$, supplies the complementary space, and $\zeta=1$~bohr$^{-1}$. The resulting eight spatial orbitals stand in for the complete set.

For the lowest occupied orbital with opposite spins, $V=-0.001612$~$E_\mathrm h$\,bohr, $X=0.000582$~bohr$^2$, $B=0.001474$~$E_\mathrm h$\,bohr$^2$ and $2\varepsilon=-1.2499$~$E_\mathrm h$. Keeping this one geminal in (\ref{omega}) and dropping its coupling to all else,
\begin{equation}
c\approx\frac{0.001612}{0.001474+1.2499\times0.000582}=0.73~\mathrm{bohr}^{-1}.
\end{equation}
The full equations give 1.04, so the omitted couplings matter. Neither value is the cusp value $\tfrac12$. Nothing requires it to be: $c$ is fixed by the projections $\Omega_{kl,ij}=0$, which do not impose the cusp condition, and in the model the pair function is a finite sum of Gaussian products without a cusp. The value also depends strongly on the setting: the full equations give 0.49 for $\zeta=0.6$ and 2.05 for $\zeta=1.5$~bohr$^{-1}$, and 0.75 at $\zeta=1$~bohr$^{-1}$ if a $p$ shell with exponent 0.8~bohr$^{-2}$ is added on each atom. The geminals of the model are independent but nearly parallel in pairs: their normalized overlap matrix has a smallest eigenvalue of 0.03.

The correlation energies are $-0.04102$~$E_\mathrm h$ for CCSD, $-0.04761$ for CCSD-F12 and $-0.04798$ for unrestricted doubles with the same $T_1$ space. The gain over CCSD is $-0.00659$~$E_\mathrm h$, or $-17.3$~kJ/mol. Relative to the missing $-0.00696$~$E_\mathrm h$ this is 95\,\%. The share belongs to this setting only: at $\zeta=1$~bohr$^{-1}$ an extra exponent of 0.4 or 1.6~bohr$^{-2}$ gives 45\,\% or 83\,\%, and at exponent 0.8~bohr$^{-2}$ the values $\zeta=0.6$ and 1.5~bohr$^{-1}$ give 98\,\% and 90\,\%. In (\ref{energy}) the geminal term contributes $-0.00721$~$E_\mathrm h$, more than the gain, because the $t^{ab}_{ij}$ term is now $-0.04041$~$E_\mathrm h$, smaller in size than the whole CCSD correlation energy. Coupled-cluster energies obtained by projection are not variational, so their order here is a result and not a bound.

At the solution the required projections vanish to $10^{-10}$ in atomic units. The largest doubles residual outside the given virtuals is 0.0094~$E_\mathrm h$: the restricted amplitudes do not solve the full equations element by element.

These energies belong to the eight-orbital model with $T_1$ confined to the given virtuals. They are neither basis-set limits nor the CCSD energy of the eight orbitals with unrestricted singles, and the 95\,\% refers to the doubles only. Adding one $p$ shell with exponent 0.8~bohr$^{-2}$ per atom to the complementary space moves the CCSD-F12 and unrestricted-doubles values to $-0.0705$ and $-0.0722$~$E_\mathrm h$; ordinary CCSD in the cc-pVTZ basis gives $-0.081$~$E_\mathrm h$. For the lowest orbital the integral of $f_{12}/r_{12}$ is $-0.1017$~$E_\mathrm h$\,bohr, while its sum over the eight orbitals is $-0.0854$~$E_\mathrm h$\,bohr. The difference, 0.0163~$E_\mathrm h$\,bohr, is ten times the model $|V|$. It comes from orbital products with at least one orbital outside the eight. Those whose other orbital is occupied are removed by $O_1$ and $O_2$ once the sum over $\lambda$ is complete; all the others lie in the range of $Q_{12}$ and belong to the complete-space $V$. With a larger auxiliary basis for $\lambda$ (four $s$ and two $p$ shells per atom; an added $d$ shell changes nothing in these digits) the first part is about 0.0015~$E_\mathrm h$\,bohr and the expanded formula gives $V\approx-0.016$~$E_\mathrm h$\,bohr. The model $V$ is therefore not an estimate of the complete-space value.

\section*{Computed values}
\begin{verbatim}
proton positions (bohr): [0.0, 1.4, 4.4, 5.8]
zeta = 1.0 bohr^-1; extra s exponent = 0.8 bohr^-2
spin orbitals occupied/given virtual/complementary: 4 4 8
four-electron determinants: 1820
largest error of Coulomb kernel quadrature: 1.5e-11 Eh
-- random amplitudes --
max |[T2',T1]|, |[T2',T2]|: 1.7e-18, 3.5e-18
same without Q12: 0.0737, 0.1638
norm of 4th, 5th nested commutator on a state: 0.0037, 5.7e-20 Eh
formula minus determinants, energy: 1.8e-15 Eh
  singles, doubles residual: 9.2e-16, 1.6e-15 Eh
  leading geminal residual (V,C,B,X): 4.3e-18
-- lowest occupied pair, opposite spins --
orbital energy sum: -1.249944 Eh
V = -0.001612 (dimensionless)
X = 0.000582 bohr^2
B = 0.001474 Eh bohr^2
largest |C| element, any pair: 0.002464 Eh bohr
c at the CCSD-F12 solution: 1.0437 bohr^-1
<11|f12/r12|11> integral: -0.101742; orbital sum: -0.085411
-- energies --
Hartree-Fock, STO-3G: -2.22596910 Eh
CCSD, given virtuals: -2.26698964 Eh (28 cycles)
CCSD, independent code: -2.26698964 Eh
CCSD-F12: -2.27357991 Eh (28 cycles)
unrestricted doubles, same T1 space: -2.27394929 Eh (28 cycles)
correlation energy CCSD: -0.04102054 Eh
correlation energy CCSD-F12: -0.04761082 Eh
correlation energy limit: -0.04798019 Eh
F12 parts: f*t1 2.7e-15, t1*t1 -0.00000001 Eh
F12 parts: t2 -0.04040523, V*c -0.00720558 Eh
CCSD-F12 minus CCSD: -0.00659028 Eh = -17.3028 kJ/mol
share of the missing doubles energy: 94.69 %
-- determinant residuals at the CCSD-F12 solution --
singles 1.1e-11, doubles 7.2e-11 Eh, geminal 4.7e-14
largest doubles residual outside the given virtuals: 0.009386 Eh
\end{verbatim}
